# Test-Charge and Electron Screening of a Phonon in Density Functional Theory

When the ions of a crystal are displaced in the pattern of a phonon, their bare potential changes. The electrons rearrange and modify the change, usually weakening its long-wavelength part. How much of it remains depends on who is asking. A classical probe charge feels the displaced ions and the electrostatic field of the rearranged electrons. A Kohn-Sham electron feels these as well, but its exchange-correlation potential has also changed, because the density has. There are therefore two inverse dielectric matrices, and a phonon calculation involves both: one in the electron-phonon coupling, the other in the force constants.

## Setting and assumptions

Hartree atomic units are used. Every potential is the potential energy of an electron, so the Coulomb repulsion $v$ is positive. Operators are written as products,

$$(v\,\delta n)(x)=\int v(x-x')\,\delta n(x')\,dx',$$

and $\langle g,h\rangle=\int g(x)h(x)\,dx$ for real functions. The letter $x$ stands for position in any dimension.

The Kohn-Sham potential is $V_s=V_e+V_H+V_{xc}$, with $V_e$ the external (ionic) potential and $V_H=vn$ the Hartree potential. The classical potential is $V_c=V_e+V_H$. The exchange-correlation kernel is $f=\delta V_{xc}/\delta n$, taken at the ground-state density, and $K=v+f$.

The assumptions are these.

1. The perturbation is static, weak and spin-independent. The ground state is unpolarized and has a gap.
2. The particle number is fixed, so $\int\delta n\,dx=0$. In a periodic neutral system the mean of the electrostatic potential is set to zero.
3. $V_e$ and $V_{xc}$ are local, that is, they multiply the orbitals by a function of position.
4. The operators $1-K\chi_0$, $1-\chi_0K$ and $1-\chi_0f$, with $\chi_0$ defined in Lemma 1, have inverses. They are treated as finite matrices, as in a plane-wave basis, so that a one-sided inverse is two-sided.

The density response $\chi$ is defined by $\delta n=\chi\,\delta V_e$.

## Theorem

**(a)** A classical test charge equal to that of an electron feels

$$\delta V_c=(1+v\chi)\,\delta V_e,\qquad (1+v\chi)^{-1}=1-vP,$$

where $P=(1-\chi_0f)^{-1}\chi_0$ is the density response to the classical potential.

**(b)** A Kohn-Sham electron feels

$$\delta V_s=\left[1+(v+f)\chi\right]\delta V_e,\qquad \left[1+(v+f)\chi\right]^{-1}=1-(v+f)\chi_0 .$$

**(c)** Let the ions have positive charge density $\rho(x;u)$, where $u$ is the phonon amplitude, and let $\rho_1,\rho_2$ be its first and second derivatives at $u=0$. The Kohn-Sham potential of the phonon, per unit $u$, is screened by the electron matrix of (b):

$$\delta V_s=-\left[1+(v+f)\chi\right]v\rho_1 .$$

**(d)** The second derivative of the total energy contains the test-charge matrix of (a):

$$E''=\langle\rho_1,(1+v\chi)v\,\rho_1\rangle+\langle\rho_2,v(\rho-n)\rangle .$$

## Two lemmas

**Lemma 1.** The density responds to the Kohn-Sham potential by $\delta n=\chi_0\,\delta V_s$, with

$$\chi_0(x,x')=2\sum_{i}^{\rm occ}\sum_{j}^{\rm empty}\frac{\varphi_i^*(x)\varphi_j(x)\varphi_j^*(x')\varphi_i(x')}{\varepsilon_i-\varepsilon_j}+\text{c.c.}$$

*Proof.* The orbitals are eigenstates of a one-particle Hamiltonian whose potential is $V_s$. First-order perturbation theory gives

$$\delta\varphi_i=\sum_{j\ne i}\varphi_j\frac{M_{ji}}{\varepsilon_i-\varepsilon_j},\qquad M_{ji}=\int\varphi_j^*\,\delta V_s\,\varphi_i\,dx .$$

Within a degenerate occupied level the orbitals are chosen so that $M$ is diagonal there, and the sum then skips that level. With two electrons per orbital, $n=2\sum_i|\varphi_i|^2$ and

$$\delta n=2\sum_i^{\rm occ}\sum_{j\neq i}\left[\varphi_i^*\varphi_j\frac{M_{ji}}{\varepsilon_i-\varepsilon_j}+\text{c.c.}\right].$$

Suppose $j$ is occupied too. The complex conjugate of the term with $i$ and $j$ exchanged is

$$\left[\varphi_j^*\varphi_i\frac{M_{ij}}{\varepsilon_j-\varepsilon_i}\right]^*=\varphi_i^*\varphi_j\frac{M_{ji}}{\varepsilon_j-\varepsilon_i},$$

because $M_{ij}^*=M_{ji}$. It cancels the first term, so only empty $j$ remain. Writing out $M_{ji}$ as an integral over $x'$ gives the stated kernel. $\square$

The denominators are negative, so $\langle g,\chi_0g\rangle\le0$: the integral $\int\delta n\,\delta V_s\,dx$ is never positive. On balance electrons move to where the potential is lowered, although $\chi_0$ is nonlocal and the signs need not be opposite at every point.

**Lemma 2.** The response to the external potential obeys $\chi=\chi_0+\chi_0K\chi$.

*Proof.* To first order $\delta V_H=v\,\delta n$ and $\delta V_{xc}=f\,\delta n$, hence

$$\delta V_s=\delta V_e+K\,\delta n. \tag{1}$$

Lemma 1 turns this into $\delta n=\chi_0\,\delta V_e+\chi_0K\,\delta n$. Since $1-\chi_0K$ has an inverse, $\delta n$ is determined by $\delta V_e$, and $\chi$ exists. Inserting $\delta n=\chi\,\delta V_e$ on both sides, for arbitrary $\delta V_e$, gives the claim. $\square$

## Proof of the screening formulas

*Part (a).* A classical probe has no exchange or correlation with the electrons. It feels

$$\delta V_c=\delta V_e+v\,\delta n=(1+v\chi)\,\delta V_e .$$

To find the inverse, the density must be expressed through $\delta V_c$. Since $\delta V_s=\delta V_c+f\,\delta n$, Lemma 1 gives

$$\delta n=\chi_0\,\delta V_c+\chi_0f\,\delta n\quad\Rightarrow\quad\delta n=(1-\chi_0f)^{-1}\chi_0\,\delta V_c=P\,\delta V_c .$$

Replacing $\delta V_c$ by $(1+v\chi)\delta V_e$ yields $\chi=P+Pv\chi$. Therefore

$$(1-vP)(1+v\chi)=1+v\chi-vP-vPv\chi=1+v(\chi-P-Pv\chi)=1 .$$

*Part (b).* Equation (1) with $\delta n=\chi\,\delta V_e$ is the first statement. For the inverse, Lemma 2 gives

$$(1-K\chi_0)(1+K\chi)=1+K\chi-K\chi_0-K\chi_0K\chi=1+K(\chi-\chi_0-\chi_0K\chi)=1 .$$

*Part (c).* An electron is attracted by the ions, so $V_e=-v\rho$ and, per unit amplitude, $\delta V_e=-v\rho_1$. Part (b) applies to this perturbation as to any other. $\square$

**Remark 1 (how the two are related).** Subtracting $f\,\delta n=f\chi_0\,\delta V_s$ from $\delta V_s$ gives

$$\delta V_c=(1-f\chi_0)\,\delta V_s. \tag{2}$$

If $f=0$, the random-phase approximation, the two potentials coincide. For a single Fourier component, with off-diagonal elements neglected, $f$ and $\chi_0$ become numbers. When both are negative and $f\chi_0<1$, equation (2) says that $|\delta V_c|<|\delta V_s|$: the electron sees the phonon less screened than the test charge does. With full matrices the sign of the effect has to be computed.

**Remark 2 (the self-consistent cycle).** Density functional perturbation theory need not construct $\chi$. It can start from a trial $\delta V_s$, compute $\delta n=\chi_0\,\delta V_s$ from the first-order orbitals, and update with a mixing factor $\alpha$:

$$\delta V_s\;\leftarrow\;\delta V_s+\alpha\left(\delta V_e+K\chi_0\,\delta V_s-\delta V_s\right).$$

At a fixed point the bracket vanishes, so $(1-K\chi_0)\,\delta V_s=\delta V_e$, which is part (b). The distance from the fixed point is multiplied in each cycle by $1-\alpha(1-K\chi_0)$. The cycle converges if all eigenvalues of this operator are smaller than one in magnitude. The converged potential already contains the electron screening and must not be screened again.

**Remark 3 (matrices in a crystal).** The undisplaced crystal is unchanged by a lattice translation, so the response operators couple a plane wave of wavevector $q+G'$ only to wavevectors $q+G$, with $G,G'$ reciprocal lattice vectors. For a local density functional $f$ multiplies by a periodic function with Fourier coefficients $f_G$. The two matrices are then

$$\delta_{GG'}+v(q+G)\chi_{GG'}(q),$$

$$\delta_{GG'}+v(q+G)\chi_{GG'}(q)+\sum_{G''}f_{G-G''}\,\chi_{G''G'}(q).$$

## A check: rigid translation

**Corollary.** For a rigid displacement of all ions,

$$\left[1+(v+f)\chi\right]\frac{dV_e}{dx}=\frac{dV_s}{dx},\qquad(1+v\chi)\frac{dV_e}{dx}=\frac{dV_c}{dx}.$$

*Proof.* If every ion moves by $u$, the whole ground state moves with them. Each potential becomes $V(x-u)$, whose derivative at $u=0$ is $-dV/dx$. Insert $\delta V_e=-dV_e/dx$ and the corresponding $\delta V_s$, $\delta V_c$ into (b) and (a), and cancel the minus signs. $\square$

The corollary is a consequence of (a) and (b) whose right-hand sides need only the ground-state potentials, so it serves as a check on the two matrices. The Kohn-Sham potential has to travel with the crystal, and the electron matrix makes it do so. The test-charge matrix leaves the exchange-correlation part behind; the deficit is $dV_{xc}/dx$, which vanishes only where $V_{xc}$ is flat.

## Proof of the energy formula

Write the total energy as

$$E(u)=\min_n\left\{F[n]-\langle\rho,vn\rangle\right\}+\tfrac12\langle\rho,v\rho\rangle ,$$

where $F$ collects the kinetic, Hartree and exchange-correlation energies and does not depend on $u$. The last term is the ion-ion repulsion. It includes the interaction of each ion with itself, which does not change when the ion moves; for point ions in three dimensions this infinite constant is removed.

The bracket is stationary against changes of $n$ at fixed particle number, so the first derivative comes from $\rho$ alone. With $v$ symmetric,

$$E'=-\langle\rho_1,vn\rangle+\langle\rho_1,v\rho\rangle=\langle\rho_1,v(\rho-n)\rangle ,$$

where now $\rho_1$ is taken at the current $u$. Differentiating again,

$$E''=\langle\rho_2,v(\rho-n)\rangle+\langle\rho_1,v(\rho_1-\delta n)\rangle .$$

The density derivative is $\delta n=\chi\,\delta V_e=-\chi v\rho_1$. The last term becomes $\langle\rho_1,v\rho_1\rangle+\langle\rho_1,v\chi v\rho_1\rangle$, which is part (d). $\square$

**Remark 4 (why the energy takes the other matrix).** The ions act on one another and on the electron density through $v$ alone. To one ion, another ion together with its screening cloud is a classical charge distribution, so their interaction is $(1+v\chi)v$. Exchange and correlation still influence it, because $\chi$ contains $f$ through Lemma 2, but no explicit $f$ stands outside $\chi$.

**Remark 5 (acoustic sum rule).** For a rigid translation $\rho_1=-\rho'$ and $\rho_2=\rho''$, where primes on $\rho$ are derivatives in $x$. Part (a) reads $\delta V_c=-(1+v\chi)v\rho_1$, and the corollary makes this $-V_c'$, so $(1+v\chi)v\rho_1=V_c'$. Also $v(\rho-n)=-V_c$. Hence

$$E''=-\langle\rho',V_c'\rangle-\langle\rho'',V_c\rangle=-\langle\rho',V_c'\rangle+\langle\rho',V_c'\rangle=0,$$

after one integration by parts with periodic boundaries. If the electron matrix were put in its place, $V_c'$ in the first term would become $V_s'=V_c'+V_{xc}'$, and a spurious term $-\langle\rho',V_{xc}'\rangle=\langle\rho,V_{xc}''\rangle$ would remain. For point ions it is the ionic charge times the curvature of $V_{xc}$, summed over the ion sites, so it acts as a restoring force when $V_{xc}$ has a minimum at the ions.

## Where the statement changes

*Nonlocal pseudopotentials.* Equation (1) still holds with $\delta V_e$ a nonlocal operator. The density response is then a response to that operator, and is no longer $\chi$ acting on a function of position. The induced part of the potential is still $(v+f)\,\delta n$. Parts (c) and (d) were derived from $V_e=-v\rho$ and do not carry over in the form stated.

*Core corrections.* If $V_{xc}$ is evaluated at $n+n_{\rm core}$ and the core density moves with the ions, equation (1) becomes $\delta V_s=(\delta V_e+f\,\delta n_{\rm core})+K\,\delta n$. The bracket takes the role of the external perturbation, and the electron matrix acts on the whole of it. The energy formula (d) and Remark 4 no longer hold as stated, because the ions now also act through exchange and correlation. Let $c_1,c_2$ be the first and second derivatives of $n_{\rm core}$ in $u$, and let $w=-v\rho_1+fc_1$ be the bracket, so that $\delta n=\chi w$, with $f$ taken at $n+n_{\rm core}$. The first derivative gains a term, $E'=\langle\rho_1,v(\rho-n)\rangle+\langle c_1,V_{xc}\rangle$. Differentiating again, with $\delta V_{xc}=f(c_1+\delta n)$, and collecting $-\langle v\rho_1,\delta n\rangle+\langle fc_1,\delta n\rangle=\langle w,\chi w\rangle$, gives

$$E''=\langle\rho_1,v\rho_1\rangle+\langle c_1,fc_1\rangle+\langle w,\chi w\rangle+\langle\rho_2,v(\rho-n)\rangle+\langle c_2,V_{xc}\rangle ,$$

in which $f$ stands outside $\chi$. It reduces to (d) when the core density is absent.

*Instability.* If $1-K\chi_0$ acquires a zero eigenvalue, a density change can sustain itself without an external potential. Linear response then fails.

*Meaning of "electron".* The result concerns the Kohn-Sham electron. Its potential is not the self-energy of a quasiparticle, and the theorem does not say how a quasiparticle couples to the phonon.

## Worked example

Take a one-dimensional crystal with lattice constant $a=4$ bohr, and one ion of charge 2 and two electrons per cell. All charges interact through $1/\sqrt{x^2+b^2}$ with $b=1$ bohr. Its Fourier transform is a standard integral,

$$v(q)=\int_{-\infty}^{\infty}\frac{\cos qx}{\sqrt{x^2+b^2}}\,dx=2K_0(b|q|),$$

with $K_0$ the modified Bessel function. Exchange is treated in the local density approximation and correlation is left out.

The functional follows from the uniform gas. Its density is $n=2\cdot2k_F/(2\pi)$, so $2k_F=\pi n$. Two spins, each with the exchange factor $-\tfrac12$, give the exchange energy per length

$$e_x=-\int_{-k_F}^{k_F}\!\int_{-k_F}^{k_F}\frac{dk\,dk'}{4\pi^2}\,v(k-k')=-\frac{1}{2\pi^2}\int_0^{\pi n}(\pi n-p)\,v(p)\,dp .$$

The second form holds because pairs with difference $p$ fill a length $2k_F-|p|$, and $\pm p$ contribute equally. Differentiating twice with respect to $n$, where the boundary term of the first derivative vanishes,

$$V_x=-\frac1{2\pi}\int_0^{\pi n}v(p)\,dp,\qquad f_x=-\tfrac12v(\pi n)=-K_0(\pi bn).$$

The density runs from 0.178 to 0.919 per bohr. The kernel is $-0.834$ hartree bohr at the lowest density and $-0.040$ at the highest, so its magnitude is largest where the density is low.

The supercell has six cells, and cell $l$ is displaced by $u\cos(qal)$. The numerical check builds both matrices from the undisplaced orbitals. It tests them against separate self-consistent calculations at $u=\pm0.01$ bohr, in which neither matrix is used.

**Potentials.** The coefficient of $\sin qx$ in the potential change, in hartree/bohr, is:

| $qa/\pi$ | bare | test charge | electron |
|---|---|---|---|
| 1/3 | −0.392 | −0.040 | −0.090 |
| 2/3 | −0.464 | −0.107 | −0.190 |
| 1 | −0.908 | −0.310 | −0.513 |

For $qa<\pi$ the bare coefficient is $-2q\,v(q)/a$. At the zone boundary $q$ and $-q$ differ by a reciprocal lattice vector, so both halves of $\cos(qal)$ feed the same plane waves, and the bare coefficient is twice this expression, $2\times(-0.454)$. The rows are therefore best compared through the ratios of their entries. The self-consistent $\delta V_s$ has the coefficients $-0.090$, $-0.190$ and $-0.513$, those of the electron column. Over the whole cell, the electron matrix deviates from it by $10^{-4}$ of its maximum. The test-charge matrix deviates by 32, 36 and 40 percent of the maximum for the three wavevectors. At the zone boundary the exchange part is $-0.513-(-0.310)=-0.203$ hartree/bohr. It has the same sign as the classical part and so weakens the net screening.

The diagonal elements alone would mislead. At $qa/\pi=1/3$ the $G=G'=0$ element of the test-charge matrix is 0.692. Multiplied by the bare coefficient it gives $0.692\times(-0.392)=-0.271$, whereas the full result is $-0.040$. The difference, $+0.231$, comes from the elements with $G'\neq0$, which act on the short-wavelength parts of the ionic potential.

**Electron-phonon matrix element.** At the zone boundary the phonon couples the lowest valence state $\varphi_0$ to the lowest conduction state $\varphi_c$, which lies 0.511 hartree above it. Per unit $u$, the magnitude of $\langle\varphi_c|\delta V|\varphi_0\rangle$ is 0.598 hartree/bohr for the bare potential, 0.230 with test-charge screening and 0.348 with electron screening.

An independent value comes from the orbitals of the displaced crystal. By first-order perturbation theory the displaced $\varphi_0$ contains $\varphi_c$ with amplitude $u\langle\varphi_c|\delta V_s|\varphi_0\rangle/(\varepsilon_0-\varepsilon_c)$. The magnitude of the calculated overlap, multiplied by $(\varepsilon_c-\varepsilon_0)/u$, gives 0.348 hartree/bohr, or 17.9 eV/Å. Test-charge screening would underestimate the coupling by $1-0.230/0.348=34$ percent.

**Force constants.** Let $s_l=\cos(qal)$. At the zone boundary $E''/\sum_ls_l^2$ is 0.0427 hartree/bohr² from finite differences of the total energy. The test-charge matrix gives 0.0427, while the electron matrix in the same place would give 0.155. For a rigid translation the test-charge matrix gives zero within rounding, as Remark 5 requires, and the electron matrix leaves 0.12 hartree/bohr². In this model the two matrices cannot be exchanged in either role.

## Calculated quantities

```
MODEL (hartree atomic units)
lattice constant a = 4.0 bohr, softening b = 1.0 bohr
ion charge = 2 e, cells = 6, grid points = 144
density min, max = 0.1778, 0.9192 1/bohr
fx at density min, max = -0.8340, -0.0396 hartree bohr
Kohn-Sham gap = 0.3385 hartree
RIGID TRANSLATION
relative error for -dVKS/dx, electron matrix = 3.6e-09
relative error for -dVKS/dx, test-charge matrix = 0.3134
force constant, test-charge matrix = -6.0e-13 hartree/bohr^2
force constant, electron matrix = 0.1205 hartree/bohr^2
PHONONS, finite displacement u = 0.01 bohr
amplitudes: coefficient of sin(qx) in dV/du, hartree/bohr
q = 0.2618 1/bohr = 0.3333 pi/a
  G=G'=0 element: test-charge 0.6916, electron 0.7261
  amplitude: bare -0.39228, test-charge -0.03982
  amplitude: electron -0.08952, finite-difference VKS -0.08952
  relative error for dVKS: electron 1.0e-04, test-charge 0.3153
  force constant (hartree/bohr^2): finite diff. 0.01442
    test-charge 0.01442, electron 0.13129
q = 0.5236 1/bohr = 0.6667 pi/a
  G=G'=0 element: test-charge 0.5838, electron 0.6624
  amplitude: bare -0.46416, test-charge -0.10665
  amplitude: electron -0.18985, finite-difference VKS -0.18985
  relative error for dVKS: electron 1.0e-04, test-charge 0.3556
  force constant (hartree/bohr^2): finite diff. 0.03439
    test-charge 0.03439, electron 0.14790
q = 0.7854 1/bohr = 1.0000 pi/a
  G=G'=0 element: test-charge 0.5888, electron 0.7073
  amplitude: bare -0.90809, test-charge -0.31034
  amplitude: electron -0.51296, finite-difference VKS -0.51295
  relative error for dVKS: electron 1.0e-04, test-charge 0.4046
  force constant (hartree/bohr^2): finite diff. 0.04268
    test-charge 0.04267, electron 0.15507
ZONE-BOUNDARY ELECTRON-PHONON MATRIX ELEMENT (hartree/bohr)
energy separation of the two states = 0.5114 hartree
bare = 0.59765
test-charge screened = 0.22952
electron screened = 0.34785
from orbital mixing = 0.34784
electron screened, converted = 17.887 eV/angstrom
```
